\section*{The Cardoso–Souloumiac Rotation Angle and the Two-Orbital Boys Localization Step, part 1}

(Sections cited here and not found follow in the second part.)

\section{The optimal rotation of one pair}

\subsection{Result}

Let $M_1,\dots,M_K$ be Hermitian $n\times n$ matrices, written in an orthonormal basis $|1\rangle,\dots,|n\rangle$. In general no single basis makes all of them diagonal. A measure of what is left over is
\begin{equation}
\mathrm{off}=\sum_{k=1}^{K}\sum_{i\neq j}\bigl|(M_k)_{ij}\bigr|^2 ,
\label{eq:off}
\end{equation}
and approximate joint diagonalization means making it small by a unitary change of basis. A Jacobi method does this by changing two basis vectors at a time. For a chosen pair $p\neq q$ the change is
\begin{equation}
|p'\rangle=c\,|p\rangle+s\,|q\rangle,\qquad
|q'\rangle=-s^*|p\rangle+c\,|q\rangle,\qquad
c\ge 0,\quad c^2+|s|^2=1,
\label{eq:rot}
\end{equation}
with $c$ real and $s$ complex. For each matrix form the real vector
\begin{equation}
\mathbf h_k=\bigl(m_{pp}-m_{qq},\;2\,\mathrm{Re}\,m_{pq},\;2\,\mathrm{Im}\,m_{pq}\bigr),
\qquad m_{ij}=(M_k)_{ij},
\label{eq:h}
\end{equation}
and from these vectors the real symmetric $3\times3$ matrix
\begin{equation}
G=\sum_{k=1}^{K}\mathbf h_k\mathbf h_k^{T}.
\label{eq:G}
\end{equation}
Let $\lambda$ be the largest eigenvalue of $G$ and $\mathbf n=(n_1,n_2,n_3)$ a unit eigenvector belonging to it, with its sign chosen so that $n_1\ge0$. Then
\begin{equation}
c=\sqrt{\frac{1+n_1}{2}},\qquad
s=\frac{n_2-i\,n_3}{\sqrt{2(1+n_1)}}
\label{eq:cs}
\end{equation}
minimizes \eqref{eq:off} over all rotations \eqref{eq:rot} of this pair. This is the Cardoso--Souloumiac rotation. When the $M_k$ are the Cartesian position matrices of real orbitals, it is the two-orbital step of Boys localization, as the second section shows.

The form \eqref{eq:rot} is no restriction. The first column of a general $2\times2$ unitary matrix can be multiplied by a phase that makes its upper entry real and non-negative. The second column, being orthogonal to the first and normalized, is then fixed up to its own phase. Phases of the new basis vectors multiply matrix elements by phase factors and leave every modulus in \eqref{eq:off} unchanged.

\subsection{What the rotation can change}

Consider one matrix and suppress $k$. Elements $m_{rt}$ with neither index in the pair are untouched. For $r\neq p,q$, the bras of \eqref{eq:rot} give
\begin{equation}
m'_{pr}=c\,m_{pr}+s^*m_{qr},\qquad
m'_{qr}=-s\,m_{pr}+c\,m_{qr}.
\end{equation}
Their squared moduli are
\begin{align}
|m'_{pr}|^2&=c^2|m_{pr}|^2+|s|^2|m_{qr}|^2+2c\,\mathrm{Re}\bigl(s^*m_{pr}^*m_{qr}\bigr),\\
|m'_{qr}|^2&=|s|^2|m_{pr}|^2+c^2|m_{qr}|^2-2c\,\mathrm{Re}\bigl(s^*m_{pr}^*m_{qr}\bigr).
\end{align}
The cross terms cancel in the sum, and $c^2+|s|^2=1$ leaves
\begin{equation}
|m'_{pr}|^2+|m'_{qr}|^2=|m_{pr}|^2+|m_{qr}|^2 .
\label{eq:outside}
\end{equation}
The elements $m_{rp}$ and $m_{rq}$ are complex conjugates of these, so their sum is conserved too. The change of off therefore comes from the elements $m_{pq}$ and $m_{qp}$ alone, which have equal moduli:
\begin{equation}
\mathrm{off}'-\mathrm{off}=2\sum_k\bigl(|m'_{pq}|^2-|m_{pq}|^2\bigr).
\label{eq:change1}
\end{equation}

The $2\times2$ block of the pair is transformed by a unitary matrix. Its trace $t=m_{pp}+m_{qq}$ and the sum of its squared moduli, $m_{pp}^2+m_{qq}^2+2|m_{pq}|^2$, are both conserved. With $d=m_{pp}-m_{qq}$,
\begin{equation}
m_{pp}^2+m_{qq}^2=\Bigl(\frac{t+d}{2}\Bigr)^2+\Bigl(\frac{t-d}{2}\Bigr)^2=\frac{t^2+d^2}{2}.
\end{equation}
Since $t$ is conserved, so is the combination
\begin{equation}
\tfrac12 d'^2+2|m'_{pq}|^2=\tfrac12 d^2+2|m_{pq}|^2 .
\label{eq:block}
\end{equation}
Solving \eqref{eq:block} for the change of $2|m_{pq}|^2$ and inserting it in \eqref{eq:change1} gives
\begin{equation}
\mathrm{off}'=\mathrm{off}-\frac12\sum_k\bigl(d_k'^2-d_k^2\bigr).
\label{eq:change2}
\end{equation}
Making the off-diagonal elements small is thus the same task as making the differences of the two diagonal elements large, in the sense of their summed squares.

\subsection{The diagonal difference as a projection}

The new diagonal elements follow from \eqref{eq:rot}. For the first,
\begin{align}
m'_{pp}&=c^2m_{pp}+|s|^2m_{qq}+cs\,m_{pq}+cs^*m_{qp}\nonumber\\
&=c^2m_{pp}+|s|^2m_{qq}+2c\,\mathrm{Re}(s\,m_{pq}),
\end{align}
because $m_{qp}=m_{pq}^*$ makes the last two terms complex conjugates. For the second, the bra is $\langle q'|=-s\langle p|+c\langle q|$, and
\begin{equation}
m'_{qq}=|s|^2m_{pp}+c^2m_{qq}-2c\,\mathrm{Re}(s\,m_{pq}).
\end{equation}
Subtracting,
\begin{equation}
d'=(c^2-|s|^2)\,d+4c\,\mathrm{Re}(s\,m_{pq}).
\end{equation}
With $\mathrm{Re}(s\,m_{pq})=\mathrm{Re}\,s\,\mathrm{Re}\,m_{pq}-\mathrm{Im}\,s\,\mathrm{Im}\,m_{pq}$ this is a scalar product with the vector \eqref{eq:h}:
\begin{equation}
d'=\mathbf n\cdot\mathbf h,\qquad
\mathbf n=\bigl(c^2-|s|^2,\;2c\,\mathrm{Re}\,s,\;-2c\,\mathrm{Im}\,s\bigr).
\label{eq:proj}
\end{equation}
The minus sign in the third component is the origin of the minus sign in \eqref{eq:cs}. The vector has unit length, since
\begin{equation}
|\mathbf n|^2=(c^2-|s|^2)^2+4c^2|s|^2=(c^2+|s|^2)^2=1 .
\end{equation}

Every unit vector can be reached. From $|s|^2=1-c^2$ one has $n_1=2c^2-1$, which gives the first formula in \eqref{eq:cs}. The other two components give $n_2-in_3=2c(\mathrm{Re}\,s+i\,\mathrm{Im}\,s)=2cs$. Dividing by $2c=\sqrt{2(1+n_1)}$ gives the second formula. The result is normalized:
\begin{equation}
|s|^2=\frac{n_2^2+n_3^2}{2(1+n_1)}=\frac{1-n_1^2}{2(1+n_1)}=\frac{1-n_1}{2}=1-c^2 .
\label{eq:snorm}
\end{equation}
The point $n_1=-1$, where the division fails, belongs to $c=0$ and $|s|=1$, an exchange of the two vectors.

This has a geometric reading. A two-dimensional orthonormal basis, apart from phases, is an axis in a three-dimensional space. Each matrix supplies a vector $\mathbf h_k$ in that space. Its projection on the axis is the diagonal difference. By \eqref{eq:block}, $|\mathbf h|^2=d^2+4|m_{pq}|^2$ is conserved, so the component perpendicular to the axis has length $2|m'_{pq}|$.

\subsection{The small eigenproblem}

Summing the squares of \eqref{eq:proj} over the matrices gives
\begin{equation}
\sum_k d_k'^2=\sum_k(\mathbf n^T\mathbf h_k)(\mathbf h_k^T\mathbf n)=\mathbf n^TG\,\mathbf n .
\label{eq:rayleigh}
\end{equation}
Let $\lambda=\lambda_1\ge\lambda_2\ge\lambda_3$ be the eigenvalues of $G$, and let $\nu_j$ be the components of $\mathbf n$ along its orthonormal eigenvectors. Then
\begin{equation}
\mathbf n^TG\,\mathbf n=\sum_{j=1}^3\lambda_j\nu_j^2\le\lambda\sum_{j=1}^3\nu_j^2=\lambda ,
\end{equation}
with equality when $\mathbf n$ lies in the eigenspace of $\lambda$. By \eqref{eq:change2} this direction minimizes off, and \eqref{eq:cs} converts it into a rotation. This proves the result.

An eigenvector has no preferred sign. Replacing $\mathbf n$ by $-\mathbf n$ in \eqref{eq:cs}, for $0<|s|<1$, gives the new parameters $\tilde c=|s|$ and, from $-2cs=2\tilde c\tilde s$, $\tilde s=-cs/|s|$. The first new vector is then
\begin{equation}
|s|\,|p\rangle-\frac{cs}{|s|}|q\rangle=-\frac{s}{|s|}\bigl(-s^*|p\rangle+c|q\rangle\bigr)=-\frac{s}{|s|}\,|q'\rangle .
\end{equation}
Reversing $\mathbf n$ merely exchanges the two optimal vectors, apart from phases. The choice $n_1\ge0$ gives $c\ge1/\sqrt2$ and so selects the smaller rotation. It also keeps the denominator in \eqref{eq:cs} at or above $\sqrt2$.

If $\lambda$ is a simple eigenvalue and $n_1>0$, the rotation with $n_1\ge0$ is unique. If $\lambda$ is simple and $n_1=0$, both signs are allowed and give $c=|s|=1/\sqrt2$. If $\lambda$ is degenerate, every unit vector in its eigenspace is equally good, and the matrices do not determine the optimal basis of the pair.

\subsection{Gain, remainder and limiting cases}

Before the rotation $\mathbf n=(1,0,0)$, so $\sum_kd_k^2=G_{11}$. Equation \eqref{eq:change2} gives the decrease
\begin{equation}
\mathrm{off}-\mathrm{off}'=\frac{\lambda-G_{11}}{2}\ge0 .
\label{eq:gain}
\end{equation}
What remains in the pair follows from the perpendicular components, $4|m'_{pq}|^2=|\mathbf h_k|^2-(\mathbf n\cdot\mathbf h_k)^2$. Since $\sum_k|\mathbf h_k|^2=\mathrm{tr}\,G$,
\begin{equation}
2\sum_k|m'_{pq}|^2=\frac{\mathrm{tr}\,G-\lambda}{2}=\frac{\lambda_2+\lambda_3}{2}.
\label{eq:rest}
\end{equation}
No eigenvalue of $G$ is negative, because \eqref{eq:rayleigh} is a sum of squares. The remainder therefore vanishes exactly when $\lambda_2=\lambda_3=0$, that is, when all $\mathbf h_k$ are parallel or zero.

This condition is commutation of the $2\times2$ blocks. Write a block as $\frac t2 I+\frac12\mathbf h\cdot\boldsymbol\tau$ with
\begin{equation}
\tau_1=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\tau_2=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\tau_3=\begin{pmatrix}0&i\\-i&0\end{pmatrix}.
\end{equation}
Direct multiplication gives $\tau_1\tau_2=-\tau_2\tau_1=-i\tau_3$ and its cyclic permutations. The commutator of two blocks is therefore $-\frac i2(\mathbf h\times\mathbf h')\cdot\boldsymbol\tau$, which vanishes when the vectors are parallel. Commutation of the full matrices is a different condition: the block of a product $MM'$ also contains $\sum_{r\ne p,q}m_{ir}m'_{rj}$, so blocks of commuting matrices need not commute.

For a single matrix with $\mathbf h\ne0$, $G=\mathbf h\mathbf h^T$ has rank one. Then $\mathbf n=\pm\mathbf h/|\mathbf h|$, and \eqref{eq:rest} gives $m'_{pq}=0$. This is the ordinary Jacobi rotation. With several matrices whose vectors $\mathbf h_k$ are not all parallel, the axis cannot follow every one of them, and it settles on the principal axis of the set.

If the off-diagonal elements are small compared with the differences $d_k$, then $G_{11}$ dominates. To leading order the eigenvector is $(1,G_{12}/G_{11},G_{13}/G_{11})$, and \eqref{eq:cs} becomes
\begin{equation}
s\simeq\frac{G_{12}-iG_{13}}{2G_{11}}=\frac{\sum_kd_k\,m_{qp}^{(k)}}{\sum_kd_k^2}.
\label{eq:small}
\end{equation}
For one matrix this is $m_{qp}/(m_{pp}-m_{qq})$, the first-order perturbative admixture of $|q\rangle$ in $|p\rangle$. For several it is the average of these admixtures with weights $d_k^2$.

\subsection{Matrices that are not Hermitian}

Any square matrix can be written $M=H_1+iH_2$ with Hermitian $H_1$ and $H_2$, and a unitary change of basis preserves this splitting. Put $u=(H_1)_{ij}$ and $v=(H_2)_{ij}$. Then
\begin{align}
|M_{ij}|^2&=|u+iv|^2=|u|^2+|v|^2-2\,\mathrm{Im}(u^*v),\\
|M_{ji}|^2&=|u^*+iv^*|^2=|u|^2+|v|^2+2\,\mathrm{Im}(u^*v).
\end{align}
The cross terms cancel, so off for $M$ is the sum of off for $H_1$ and $H_2$. The vector \eqref{eq:h} must now be written in a form linear in $M$:
\begin{equation}
\mathbf h=\bigl(m_{pp}-m_{qq},\;m_{pq}+m_{qp},\;i(m_{qp}-m_{pq})\bigr).
\end{equation}
For a Hermitian matrix this returns \eqref{eq:h}. In general $\mathbf h=\mathbf h_1+i\mathbf h_2$ with real $\mathbf h_1,\mathbf h_2$, and $\mathrm{Re}(\mathbf h\mathbf h^\dagger)=\mathbf h_1\mathbf h_1^T+\mathbf h_2\mathbf h_2^T$. The rotation \eqref{eq:cs} therefore remains optimal with $G=\mathrm{Re}\sum_k\mathbf h_k\mathbf h_k^\dagger$.

The formula was tested against direct numerical minimization of off on random sets of four $5\times5$ matrices. The largest absolute difference in off was $1.4\times10^{-14}$ for Hermitian and $5.7\times10^{-14}$ for general complex matrices.

\section{Real matrices and Boys localization}

\subsection{Symbols and results carried over}

The pair $p,q$ is rotated by \eqref{eq:rot} with parameters $c$ and $s$. For each matrix, $d=m_{pp}-m_{qq}$ is the difference of the diagonal elements and $\mathbf h=(d,2\,\mathrm{Re}\,m_{pq},2\,\mathrm{Im}\,m_{pq})$. The matrix $G$ is the sum of $\mathbf h\mathbf h^T$ over all matrices. The rotation corresponds to a unit vector $\mathbf n$, the new differences satisfy $\sum_kd_k'^2=\mathbf n^TG\mathbf n$, and off falls by half the increase of this sum. The optimum is the eigenvector of $G$ with the largest eigenvalue $\lambda$ and $n_1\ge0$; the decrease of off is $(\lambda-G_{11})/2$.

The rotation of one pair that minimizes off has been found from the leading eigenvector of a real symmetric $3\times3$ matrix, for Hermitian and for general complex matrices. It remains to specialize it to real matrices, to show that it gives the two-orbital step of Boys localization, and to follow a worked pair and repeated steps.
